# Facet Stress, Edge Relaxation and the Shchukin Criterion for Optimal Island Size

## 1. The physical question

A film grown on a substrate with a different lattice constant can first form a flat wetting layer and then gather further material into three-dimensional islands. An island relaxes part of its misfit strain because its sides are free. This gain grows as its volume, whereas the cost of new facets grows as its area. With these two contributions alone and a positive surface cost, large islands have the lower energy per unit volume, and small islands should lose material to them without end.

Two further effects can change this conclusion. A facet's energy depends on its strain, and surface stress changes abruptly at the base edges, where it exerts forces on the elastic medium. The question is when these effects give a finite island size the lowest energy at fixed total volume.

## 2. Geometry and facet energy

Take a coherent, dislocation-free square pyramid of base side $L$ and fixed small slope $s$, centred on the origin. Its height profile is

$$h=s\left[\frac L2-\max(|x|,|y|)\right]$$

inside the base and zero outside. The peak height is $sL/2$, so

$$V=\frac13L^2\frac{sL}{2}=\frac{sL^3}{6}.$$

Film and substrate form an isotropic elastic half-space with shear modulus $\mu$ and Poisson ratio $\nu$. The islands are far apart, the temperature is zero and the wetting-layer thickness is fixed. Energies are measured from a flat, coherently strained film of equal volume, so the unrelaxed bulk strain energy cancels.

Tension is positive. The in-plane misfit strain $\varepsilon_m$ is the strain of the coherent film relative to its unstrained lattice. Its biaxial stress and areal strain are

$$\sigma_0=2\mu\frac{1+\nu}{1-\nu}\varepsilon_m,\qquad e_m=2\varepsilon_m.$$

With $e$ the areal strain, expand the facet energy to second order:

$$\gamma_f(e)=\gamma_0+\tau_0e+\tfrac12Se^2,\qquad
\tau_f=\frac{d\gamma_f}{de}=\tau_0+Se.$$

All surface energies refer to area in the coherently strained film. With this fixed reference area the derivative is the surface stress without an extra area term, up to a factor $1+e_m$ that is set to one at lowest order in the misfit. The wetting layer has energy $\gamma_w$ and stress $\tau_w$ at the same strain. From here on $\gamma_f$ and $\tau_f$ are evaluated at $e_m$, and $\Delta\tau=\tau_f-\tau_w$.

Before elastic relaxation, replacing the covered wetting-layer surface by facets costs

$$L^2\left(\gamma_f\sqrt{1+s^2}-\gamma_w\right),$$

because the facet area is $L^2\sqrt{1+s^2}$.

## 3. Forces that drive relaxation

Let $\mathbf u$ be the in-plane surface displacement away from the coherent state. The misfit stress in a column of height $h$ changes the energy by $\sigma_0h\,\nabla\cdot\mathbf u$ per area, to first order. The surface contributes $\tau_w\nabla\cdot\mathbf u$ everywhere and an extra $\Delta\tau\,\nabla\cdot\mathbf u$ on the base. The uniform part integrates to zero for a localized displacement. With $\chi=1$ on the base and zero outside, the remaining tension is

$$N=\sigma_0h+\Delta\tau\,\chi.$$

If $U[\mathbf u]$ is the quadratic elastic energy of the half-space, the relaxation energy is

$$E_{\rm rel}=U[\mathbf u]+\int N\nabla\cdot\mathbf u\,d^2r
=U[\mathbf u]-\int\mathbf f\cdot\mathbf u\,d^2r,\qquad \mathbf f=\nabla N.$$

The boundary term vanishes because $N=0$ outside the island. At equilibrium $U=\frac12\int\mathbf f\cdot\mathbf u\,d^2r$, hence

$$E_{\rm rel}=-\tfrac12\int\mathbf f\cdot\mathbf u\,d^2r.$$

The forces are taken to act on a flat surface, which keeps only the lowest order in the slope $s$. Two further approximations enter. Tilted facets also pull vertically at their edges with strength of order $s\tau_f$; these forces are dropped, which requires $|\Delta\tau|\gg s|\tau_f|$. Surface energy quadratic in the relaxation strain is neglected too.

## 4. Response of the half-space

Let the solid occupy $z>0$, with tangential traction $T\cos kx$ on its surface. The decaying solution has the form

$$u_x=(p_0+p_1z)e^{-kz}\cos kx,\qquad
u_z=(q_0+q_1z)e^{-kz}\sin kx.$$

Equilibrium is $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$. The terms proportional to $z$ in its $x$ component give $q_1=-p_1$, and the remaining terms give

$$k(p_0+q_0)=-(3-4\nu)p_1.$$

The $z$ component is then satisfied. Zero normal stress at $z=0$ requires

$$q_1-kq_0+2\nu p_1=0,\qquad\text{so}\qquad kq_0=-(1-2\nu)p_1.$$

Subtraction gives $kp_0=-2(1-\nu)p_1$. The outward normal is $-z$, so the shear condition is

$$T=-\mu(p_1-kp_0+kq_0)=-2\mu p_1.$$

Therefore

$$p_0=\frac{C}{k}T,\qquad C=\frac{1-\nu}{\mu}.$$

Each Fourier component of $\mathbf f=\nabla N$ points along its wavevector, so this longitudinal response is all that is needed. Since $|\mathbf f_{\mathbf k}|^2=k^2|N_{\mathbf k}|^2$,

$$E_{\rm rel}=-\frac C2\int\frac{d^2k}{(2\pi)^2}\,k|N_{\mathbf k}|^2.$$

The two-dimensional transform of $1/r$ is $2\pi/k$. The same energy is thus $-C\,B[N,N]$, where

$$B[N,M]=\frac1{4\pi}\iint\frac{\nabla N(\mathbf r)\cdot\nabla M(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r'.$$

## 5. Separating the powers of size

Write $h(\mathbf r)=sL\,p(\mathbf r/L)$, where $p$ is the unit-slope pyramid on a unit base. Two gradients, the inverse distance and two area integrals together scale as $L^{-2}L^{-1}L^4=L$. Each factor $h$ supplies another $L$. Hence

$$B[N,N]=\sigma_0^2s^2A_3L^3+2\sigma_0s\Delta\tau A_2L^2+\Delta\tau^2B[\chi,\chi],$$

with $A_3=B[p,p]$ and $A_2=B[p,\chi]$ on the unit base.

**Misfit and surface stress.** Build $p$ from concentric squares of side $1-2q$, with $0<q<\frac12$. The gradient of a square's indicator is a line force along its edges. Perpendicular edges do not contribute. Each inner edge has a parallel outer edge with the same normal at distance $q$, and one with opposite normal at distance $t=1-q$.

For parallel segments of lengths $1$ and $1-2q$ at distance $d$, integrating $1/\sqrt{v^2+d^2}$ twice gives

$$F(d)=2[G_d(t)-G_d(q)],\qquad
G_d(v)=v\,\mathrm{asinh}\frac vd-\sqrt{v^2+d^2}.$$

Here $t$ and $q$ are the sum and difference of the half-lengths. Four inner edges and the factor $1/4\pi$ give $J(q)=[F(q)-F(t)]/\pi$. With $\alpha=\mathrm{asinh}\,1$ and $q+t=1$,

$$J=\frac2\pi\left[t\,\mathrm{asinh}\frac tq+q\,\mathrm{asinh}\frac qt-2\sqrt{q^2+t^2}+\sqrt2-\alpha\right].$$

This is symmetric under $q\leftrightarrow t$, so $A_2=\frac12\int_0^1J\,dq$. Two integrals are needed. With $v=q-\frac12$,

$$R=\int_0^1\sqrt{q^2+t^2}\,dq=\sqrt2\int_{-1/2}^{1/2}\sqrt{v^2+\tfrac14}\,dv=\frac12+\frac{\sqrt2}{4}\alpha.$$

For the other, integrate by parts using $(t^2-1)/2$ as the antiderivative of $t$, which removes the boundary terms:

$$K=\int_0^1t\,\mathrm{asinh}\frac{t}{1-t}\,dt
=\frac12\int_0^1\frac{1+t}{\sqrt{t^2+(1-t)^2}}\,dt.$$

By symmetry $t$ in the numerator may be replaced by $\frac12$. The integral of the inverse root is $\sqrt2\,\alpha$, so $K=3\sqrt2\,\alpha/4$. Consequently

$$A_2=\frac{2K-2R+\sqrt2-\alpha}{\pi}
=\frac{(\sqrt2-1)(1+\alpha)}{\pi}\approx0.2481.$$

**Misfit with itself.** At a fixed point inside the base, $\partial h/\partial L=s\chi/2$, and $h$ vanishes at the moving boundary. Thus

$$\frac{d}{dL}B[h,h]=2B\left[h,\frac{s\chi}{2}\right]=s^2A_2L^2.$$

Since $B[h,h]=s^2A_3L^3$, it follows that $A_3=A_2/3\approx0.0827$.

**Edge with itself.** A mathematically sharp line force has infinite self-energy. Represent the finite edge width by replacing $1/r$ with $1/\sqrt{r^2+a^2}$, where $a\ll L$. One edge acting on itself gives

$$2\left[L\,\mathrm{asinh}\frac La-\sqrt{L^2+a^2}+a\right]
\simeq2L\left[\ln\frac{2L}{a}-1\right].$$

An opposite edge enters with a minus sign and gives $2L(\alpha-\sqrt2+1)$. Summing over four edges,

$$B[\chi,\chi]=\frac{2L}{\pi}\left[\ln\frac La-c_1\right],\qquad
c_1=2+\alpha-\sqrt2-\ln2\approx0.7740.$$

The first omitted term in $B[\chi,\chi]$ is the constant $2a/\pi$.

## 6. The complete island energy

Let $\lambda L$ collect the short-range energies of base edges and ridges, including short-range corrections linear in $L$. Then

$$E=-WL^3+\Gamma L^2-\eta L\left[\ln\frac La-c_1\right]+\lambda L,$$

with

$$W=C\sigma_0^2s^2A_3,\qquad \eta=\frac{2C\Delta\tau^2}{\pi},$$

$$\Gamma=\gamma_f\sqrt{1+s^2}-\gamma_w-2C\sigma_0s\Delta\tau A_2.$$

For $\eta>0$, put the linear terms into one length:

$$b=a\exp\left(c_1+\frac\lambda\eta\right),\qquad
E=-WL^3+\Gamma L^2-\eta L\ln\frac Lb.$$

The last term of $\Gamma$ has a direct meaning. Misfit forces alone give $(\nabla\cdot\mathbf u)_{\mathbf k}=-Ck\sigma_0h_{\mathbf k}$. Averaging over the base gives

$$\bar e=-2C\sigma_0sA_2=-4(1+\nu)\varepsilon_msA_2,$$

and the term is $\Delta\tau\,\bar e$. The base of a compressed island expands, so $\bar e>0$. A negative $\Delta\tau$ then lowers $\Gamma$, and a positive one raises it. In contrast, $\eta$ contains $\Delta\tau^2$ and does not depend on this sign.

## 7. Finite size or coarsening

At fixed total island volume, the relevant quantity is energy per volume. Its excess over the infinite-island value $-6W/s$ is

$$\Delta\epsilon(L)=\frac6s\left[\frac\Gamma L-\frac{\eta\ln(L/b)}{L^2}\right].$$

If $L^*$ minimizes this function globally, no distribution of sizes can have a lower total energy than equal islands of size $L^*$, apart from the restriction to a whole number of islands.

A finite island beats the infinite-size limit if $\Delta\epsilon<0$ for some $L$, that is, if $\Gamma<\eta\ln(L/b)/L$. The right side has derivative $\eta[1-\ln(L/b)]/L^2$, and its maximum lies at $L=eb$, where $e$ here is the base of natural logarithms. The Shchukin criterion for this model is therefore

$$\boxed{\Gamma<\frac{\eta}{e\,b}}.$$

The bulk gain $W$ does not appear, because it contributes equally per volume at every size.

To find the size, set $d\Delta\epsilon/dL=0$ and multiply by $sL^3/6$:

$$-\Gamma L+2\eta\ln\frac Lb-\eta=0.$$

With $L_0=b\sqrt e$, $x=L/L_0$ and $g=\Gamma L_0/\eta$, this becomes

$$gx=2\ln x.$$

The sign of the slope is that of $2\ln x-gx$, which is negative at small $x$. The smaller root is therefore the minimum. Setting $x=e^{-w}$ gives $we^w=-g/2$, so

$$L^*=L_0\exp\left[-W_0\left(-\frac{\Gamma L_0}{2\eta}\right)\right],$$

where $W_0$ is the principal Lambert function, unrelated to the coefficient $W$.

For positive $\Gamma$, the function $2\ln x/x$ has maximum $2/e$ at $x=e$. A minimum therefore exists for $g<2/e$. At the minimum, substitution of $g=2\ln x/x$ gives

$$\Delta\epsilon(L^*)=\frac{6\eta}{sL_0^2}\,\frac{\ln x-\frac12}{x^2}.$$

This is negative for $x<\sqrt e$, or $g<e^{-1/2}$, in agreement with the boxed criterion. The regimes are:

- $\Gamma<\eta/(eb)$: a finite size is the global optimum.
- $\eta/(eb)<\Gamma<2\eta e^{-3/2}/b$: a finite size is metastable against very large islands.
- $\Gamma>2\eta e^{-3/2}/b$: energy per volume falls at every size, so no finite size is even a local optimum and larger islands always have the lower total energy.

For $0<g<2/e$, the larger root is a maximum of $\Delta\epsilon$. For $\Gamma=0$ the optimum is $L_0$. For negative $\Gamma$ there is one root, below $L_0$; if it approaches $a$, the continuum result no longer applies.

Stability against exchange of material between equal islands follows by writing $E=V\epsilon(V)$. Then $E''=2\epsilon'+V\epsilon''$, which equals $V\epsilon''>0$ at a nondegenerate minimum. A small transfer of volume therefore costs energy, even in the metastable regime.

The converse does not hold. Differentiating $E$ twice with respect to $V$ shows that $E''>0$ whenever $\Gamma<\eta[2\ln(L/b)+1]/(2L)$. The right side has maximum $\eta e^{-1/2}/b$, at $L=L_0$. For $\Gamma$ between $2\eta e^{-3/2}/b$ and this value, equal islands in a range of sizes resist small exchanges although larger islands would have lower energy. Merging two such islands by exchange of material then requires crossing an energy barrier. It can be small: with the parameters of Section 8, a pair at $L_0$ has a barrier of about 0.10 eV at $\Gamma=0.0085$ eV/nm² and 0.01 eV at $\Gamma=0.0105$ eV/nm², comparable to thermal energies.

**The limit without edge forces.** If both surface stresses are negligible, $\eta=0$ and

$$\Delta\epsilon=\frac6s\left(\frac\Gamma L+\frac\lambda{L^2}\right).$$

For positive $\Gamma$ and nonnegative $\lambda$ this decreases with $L$, so islands coarsen. For negative $\Gamma$ and positive $\lambda$, differentiation gives $L^*=-2\lambda/\Gamma$. The logarithm is therefore what permits a finite optimum at positive $\Gamma$ when $\lambda\ge0$; it is not needed when $\Gamma$ is negative. If $\Delta\tau=0$ but $\tau_f$ is not negligible, the vertical forces dropped in Section 3 must be restored.

## 8. A worked model

Use electronvolts and nanometres, with round model parameters: $\mu=300$ eV/nm³, $\nu=0.30$, $\varepsilon_m=-0.04$, $s=0.20$, $\tau_0=3$, $S=25$, $\tau_w=11$ and $\gamma_w=7$ eV/nm², $a=0.5$ nm and $\lambda=0.3$ eV/nm. The main case has $\gamma_0=7.13$ eV/nm².

The areal misfit is $e_m=-0.08$, so strain changes the facet energy by

$$3(-0.08)+\tfrac12(25)(0.08)^2=-0.24+0.08=-0.16\ \text{eV/nm}^2.$$

The facet stress is $3-25(0.08)=1$ eV/nm², and $\Delta\tau=1-11=-10$ eV/nm². Its magnitude is much larger than $s\tau_f=0.2$ eV/nm², as required.

The mean base relaxation is $\bar e=0.0103$, which contributes $-10(0.0103)\approx-0.103$ eV/nm² to $\Gamma$. Keeping enough digits for the near-cancellation,

$$\Gamma=(7.13-0.16)\sqrt{1.04}-7-0.10319=0.00484\ \text{eV/nm}^2.$$

Without either strain contribution it would be $0.271$ eV/nm².

For the edges, $C=0.002333$ nm³/eV gives $\eta=2C(10)^2/\pi=0.1485$ eV/nm. Then

$$b=0.5\,e^{0.774+2.020}=8.17\ \text{nm},\qquad L_0=13.47\ \text{nm},$$

$$\frac{\eta}{eb}=\frac{0.1485}{22.21}=0.00669\ \text{eV/nm}^2
=1.07\ \text{mJ/m}^2.$$

The main case lies below this limit. Here $g=0.439$, and the smaller root is $x=1.343$, so $L^*=18.1$ nm, or 342 bohr. The island is 1.81 nm high.

Small changes of $\gamma_0$ move the model through all regimes (surface energies in eV/nm²):

| $\gamma_0$ | $\Gamma$ | $L^*$ (nm) | Result |
|---|---|---|---|
| 7.1200 | −0.00536 | 11.0 | stable |
| 7.1300 | 0.00484 | 18.1 | stable |
| 7.1325 | 0.00739 | 25.2 | metastable |
| 7.1400 | 0.01504 | none | coarsening |

The metastable limit is $0.00811$ eV/nm². Reversing $\Delta\tau$ in the main case, with the surface energies held fixed, leaves $\eta$ unchanged but raises $\Gamma$ to $0.211$ eV/nm². The islands then coarsen: edge relaxation of the same strength cannot compensate the larger surface cost.

## 9. What the numbers permit

The main island lies 0.55 eV below the same volume in the infinite-island limit. Its bulk relaxation gain, $WL^3$, is about 91 eV, so size selection rests on a small difference. The omitted finite-width term of Section 5 lowers the island energy by about $\eta a=0.07$ eV, which is not negligible beside 0.55 eV. Keeping this term moves $L^*$ from 18.1 to about 17.0 nm and raises the stable limit from 0.00669 to about 0.00685 eV/nm².

Transferring 10% of the volume from one optimal island to an equal neighbour costs 0.0042 eV. This is below the thermal energy at room temperature, $k_BT\approx0.026$ eV. Near the minimum the cost is $E''(0.1V)^2$, so an island exchanging material with many others has a thermal volume spread of about $0.1\sqrt{0.026/0.0042}\approx25\%$. Because $V\propto L^3$, this is about 8% in base side. At a growth temperature such as 800 K, where islands exchange material far more readily, the spreads are about 40% in volume and 13% in base side.

The window of positive $\Gamma$ is also narrow compared with the approximations. The neglected quadratic surface energy depends on the mean square of the relaxation strain, not on the square of its mean. The strain varies strongly over the base, and its misfit part alone gives $\frac12S\langle e^2\rangle\approx0.005$ eV/nm², several times $\frac12S\bar e^2\approx0.001$ eV/nm². Coupling between vertical facet forces and misfit is of order $s^2|e_m|\tau_f\approx0.003$ eV/nm², before geometric factors. Both must be compared with the $0.0067$ eV/nm² window. Adding the first term alone raises $\Gamma$ in the main case to about $0.0096$ eV/nm², above the metastable limit, so that no finite size would remain even a local optimum. The next order in the slope can matter more: it changes $\bar e$ by a relative amount of order $s$, and hence $\Gamma$ by an amount of order $s|\Delta\tau\,\bar e|\approx0.02$ eV/nm², again before geometric factors. Moreover, $b$ depends exponentially on $\lambda/\eta$, so modest errors in edge energy or stress contrast change the optimal size strongly.

The example thus shows how the criterion works; it does not predict the island size of a material. Such a prediction would need $\Gamma$, $\lambda$ and $\Delta\tau$ with matching accuracy, and for dense arrays also the elastic interaction between islands. The numerical output gives the remaining digits and the comparisons with direct integration and minimization.

## Values computed for the example and the checks

```
A2: formula 0.248056, quadrature 0.248056 (dimensionless)
A3: formula 0.082685, Fourier 0.082684 (dimensionless)
edge constant c1 = 0.774013 (dimensionless)
a/L=0.05: edge integral/L 1.44618, log formula 1.41439
a/L=0.10: edge integral/L 1.03653, log formula 0.97312
mu = 300.0 eV/nm^3; nu = 0.30; slope s = 0.20
misfit strain = -0.040; areal strain = -0.080
facet tau0 = 3.00 eV/nm^2; S = 25.00 eV/nm^2
wetting layer: gamma_w = 7.00, tau_w = 11.00 eV/nm^2
cutoff a = 0.50 nm; edge energy lambda = 0.30 eV/nm
C = 0.0023333 nm^3/eV; sigma0 = -44.5714 eV/nm^3
strained facet stress = 1.0000 eV/nm^2
surface-stress contrast dtau = -10.0000 eV/nm^2
facet-energy shift by strain = -0.16000 eV/nm^2
mean base relaxation: formula 0.010319, Green tensor 0.010313
relaxation shift of Gamma = -0.103191 eV/nm^2
bulk coefficient W = 0.015331 eV/nm^3
eta = 0.148545 eV/nm; lambda/eta = 2.0196
b = 8.1699 nm; L0 = 13.4699 nm; e*b = 22.2082 nm
stable limit: formula 0.0066887, search 0.0066887 eV/nm^2
metastable limit: formula 0.0081138, search 0.0081138 eV/nm^2
stable limit converted = 1.0717 mJ/m^2
gamma0=7.1200, Gamma=-0.005356 eV/nm^2: stable
  L*=11.0391 nm; excess E/V=-2.556231e-02 eV/nm^3
  excess per island=-1.14625 eV; 10% exchange cost=0.004379 eV
gamma0=7.1300, Gamma=0.004842 eV/nm^2: stable
  L*=18.0883 nm; excess E/V=-2.794825e-03 eV/nm^3
  excess per island=-0.55135 eV; 10% exchange cost=0.004223 eV
gamma0=7.1325, Gamma=0.007391 eV/nm^2: metastable
  L*=25.2395 nm; excess E/V=8.950733e-04 eV/nm^3
  excess per island=0.47971 eV; 10% exchange cost=0.003113 eV
gamma0=7.1400, Gamma=0.015040 eV/nm^2: coarsening
main case: gamma0 = 7.1300 eV/nm^2
main L* = 341.82 bohr; height = 1.8088 nm
main volume = 197.2742 nm^3; g = 0.43907
main maximum of E/V at L = 146.3843 nm
main Gamma without strain terms = 0.271202 eV/nm^2
main Gamma with facet strain only = 0.108033 eV/nm^2
main Gamma with dtau reversed = 0.211224 eV/nm^2
no-log check: Gamma=-0.020 eV/nm^2, L*=30.000 nm
```
